# Occupancy of a Two-State Trap under Fast Square-Wave Gate Bias: verification in Python

```python
# Result under test: a two-state trap, df/dt = c(1-f) - e f, driven by a fast
# square wave has occupancy  f_fast = <c>/<c+e>, with duty-weighted averages,
# independent of frequency up to bounded corrections.
# c, e: capture and emission rates; k=c+e; H, L: high and low bias phases;
# D: fraction of the period T in phase H; f: probability that the trap is filled.
# Example: electron trap in a high-k stack; energies eV, lengths nm, times s.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import ive


def cycle(segments):
    """Periodic state by matrix propagation of (f, 1, integral of f)."""
    total = np.eye(3)
    steps = []
    for c, e, duration in segments:
        generator = np.array([[-(c + e), c, 0], [0, 0, 0], [1, 0, 0]], float)
        step = expm(generator * duration)
        steps.append(step)
        total = step @ total
    start = total[0, 1] / (1 - total[0, 0])
    state = np.array([start, 1.0, 0.0])
    values = [start]
    for step in steps:
        state = step @ state
        values.append(state[0])
    return values, state[2] / sum(s[2] for s in segments)


def square(cH, eH, cL, eL, D, T):
    return cycle([(cH, eH, D * T), (cL, eL, (1 - D) * T)])


def fast_limit(cH, eH, cL, eL, D):
    capture = D * cH + (1 - D) * cL
    return capture / (capture + D * eH + (1 - D) * eL)


# Periodic formulas and rigorous bounds, on random and often stiff rates
rng = np.random.default_rng(4)
for trial in range(400):
    cH, eH, cL, eL = 10 ** rng.uniform(-2, 2, 4)
    D, T = rng.uniform(0.05, 0.95), 10 ** rng.uniform(-2, 1)
    kH, kL = cH + eH, cL + eL
    fH, fL = cH / kH, cL / kL
    x, y = kH * D * T, kL * (1 - D) * T
    a, b = np.exp(-x), np.exp(-y)
    values, average = square(cH, eH, cL, eL, D, T)
    limit = fast_limit(cH, eH, cL, eL, D)
    R = (1 - a) * (1 - b) / (1 - a * b)
    assert abs(values[0] - fL - (fH - fL) * b * (1 - a) / (1 - a * b)) < 1e-8
    assert abs(values[1] - fL - (fH - fL) * (1 - a) / (1 - a * b)) < 1e-8
    formula = D * fH + (1 - D) * fL - (fH - fL) * (1 / kH - 1 / kL) * R / T
    assert abs(average - formula) < 1e-7
    assert min(values) - 1e-8 <= limit <= max(values) + 1e-8
    ripple_bound = abs(fH - fL) * x * y / (x + y)
    assert abs(values[1] - values[0]) <= ripple_bound + 1e-8
    assert ripple_bound <= abs(fH - fL) * min(x, y) + 1e-8
    q = x * y / 12
    average_bound = (abs((fH - fL) * (1 / kH - 1 / kL)) * x * y
                     / (x + y) / T * q / (1 + q))
    assert abs(average - limit) <= average_bound + 1e-7

# Leading error of the cycle average, and the case of equal total rates
cH, eH, cL, eL, D = 3.0, 1.0, 0.5, 4.0, 0.3
kH, kL = cH + eH, cL + eL
kbar = D * kH + (1 - D) * kL
leading = ((cH / kH - cL / kL) * (kL - kH) * kH * kL
           * D**2 * (1 - D)**2 / (12 * kbar))
measured = (square(cH, eH, cL, eL, D, 0.1)[1]
            - fast_limit(cH, eH, cL, eL, D)) / 0.1**2
assert abs(measured / leading - 1) < 0.01
for T in (0.01, 1.0, 20.0):
    assert abs(square(3, 1, 0.5, 3.5, D, T)[1]
               - fast_limit(3, 1, 0.5, 3.5, D)) < 1e-9

# Settling law by direct time integration of two different starting states
for T, periods in ((0.1, 20), (0.2, 10)):
    pair = np.array([0.0, 1.0])
    for number in range(periods):
        for c, e, duration in ((cH, eH, D * T), (cL, eL, (1 - D) * T)):
            pair = solve_ivp(lambda t, f: c * (1 - f) - e * f, (0, duration),
                             pair, rtol=1e-10, atol=1e-13).y[:, -1]
    assert abs((pair[1] - pair[0]) / np.exp(-kbar * T * periods) - 1) < 1e-4

# Example parameters: rough, round values
TEMP = 400.0
T_IL, T_HK, DEPTH = 0.8, 5.0, 0.4
EPS_IL, EPS_HK = 4.0, 20.0
LEVEL, LAM, ATTEMPT = 0.35, 2.4, 1e13
WALL_IL, WALL_HK, MASS_IL, MASS_HK = 3.0, 1.5, 0.5, 0.2
FIELD_H, FIELD_L = 6.0, 0.5
EDGE_H, EDGE_L = -0.05, 0.40
GATE_H, GATE_L = 1.2, 0.0
DUTY, SHEET = 0.5, 1e12
KB = const.k / const.e
WAVE = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9
nodes, weights = np.polynomial.legendre.leggauss(24)


def action(wall, slope, width, mass):
    z = width * (nodes + 1) / 2
    height = np.maximum(wall - slope * z, 0)
    return WAVE * width / 2 * np.sum(weights * np.sqrt(mass * height))


def detuning(field, level=LEVEL):
    slope = 0.1 * field
    return level - slope * (T_IL + DEPTH * EPS_IL / EPS_HK)


def tunnelling(field, u=0.0):
    slope = 0.1 * field
    wall = WALL_HK - u - slope * T_IL
    return np.exp(-2 * (action(WALL_IL - u, slope, T_IL, MASS_IL)
                        + action(wall, slope * EPS_IL / EPS_HK,
                                 DEPTH, MASS_HK)))


def rates(field, edge, temp=TEMP, level=LEVEL, u=0.0):
    """Exchange with channel states at energy u above the band edge."""
    kt = KB * temp
    gap = detuning(field, level) - u
    filled = 1 / (1 + np.exp((edge + u) / kt))
    empty = 1 / (1 + np.exp(-(edge + u) / kt))
    speed = ATTEMPT * tunnelling(field, u)
    return np.array([speed * filled * np.exp(-(LAM + gap)**2 / (4*LAM*kt)),
                     speed * empty * np.exp(-(LAM - gap)**2 / (4*LAM*kt))])


kt = KB * TEMP
high, low = rates(FIELD_H, EDGE_H), rates(FIELD_L, EDGE_L)
gapH, gapL = detuning(FIELD_H), detuning(FIELD_L)
for gap, edge, pair in ((gapH, EDGE_H, high), (gapL, EDGE_L, low)):
    q = brentq(lambda s: LAM * s**2 - LAM * (s - 1)**2 - gap, -2, 3)
    assert abs(LAM * q**2 - (LAM + gap)**2 / (4 * LAM)) < 1e-10
    assert abs(np.log(pair[0] / pair[1]) + (gap + edge) / kt) < 1e-9
kH, kL = high.sum(), low.sum()
fH, fL = high[0] / kH, low[0] / kL
kbar = DUTY * kH + (1 - DUTY) * kL
f_fast = fast_limit(*high, *low, DUTY)
f_slow = DUTY * fH + (1 - DUTY) * fL
mean_gap = DUTY * (gapH + EDGE_H) + (1 - DUTY) * (gapL + EDGE_L)
f_mean_bias = 1 / (1 + np.exp(mean_gap / kt))
ripple_rate = abs(fH - fL) * DUTY * (1 - DUTY) * kH * kL / kbar
safe_frequency = ripple_rate / 0.01
values, average = square(*high, *low, DUTY, 1 / safe_frequency)
assert max(abs(v - f_fast) for v in values) <= 0.01
assert abs(square(*high, *low, DUTY, 100.0)[1] - f_slow) < 0.01
assert abs(square(*high, *low, DUTY, 1e-6)[1] - f_fast) < 1e-6


def threshold(f):
    charge = SHEET * 1e4 * const.e * f
    return charge * (T_HK - DEPTH) * 1e-9 / (const.epsilon_0 * EPS_HK)


# Spread of channel energies, with a constant density of states
grid = np.linspace(0, 1.2, 1201)


def band_rates(field, edge):
    table = np.array([rates(field, edge, u=u) for u in grid])
    return np.trapezoid(table, grid, axis=0) / kt if hasattr(
        np, "trapezoid") else np.trapz(table, grid, axis=0) / kt


bandH, bandL = band_rates(FIELD_H, EDGE_H), band_rates(FIELD_L, EDGE_L)
for gap, edge, pair in ((gapH, EDGE_H, bandH), (gapL, EDGE_L, bandL)):
    assert abs(np.log(pair[0] / pair[1]) + (gap + edge) / kt) < 1e-8
f_band = fast_limit(*bandH, *bandL, DUTY)

# Quantum phonons: one-mode line shape against its classical limit
PHONON = 0.05


def line(quanta, phonon):
    S, n = LAM / phonon, 1 / np.expm1(phonon / kt)
    z = 2 * S * np.sqrt(n * (n + 1))
    return (np.exp(z - S * (2 * n + 1) + quanta * phonon / (2 * kt))
            * ive(abs(quanta), z))


def quantum_gain(gap, phonon):
    classical = (np.exp(-(LAM + gap)**2 / (4 * LAM * kt))
                 / np.sqrt(4 * np.pi * LAM * kt))
    return line(-gap / phonon, phonon) / phonon / classical


quanta = np.arange(-250, 401)
shape = np.array([line(p, PHONON) for p in quanta])
assert abs(shape.sum() - 1) < 1e-8
assert abs((quanta * shape).sum() / (LAM / PHONON) - 1) < 1e-7
assert abs(quantum_gain(gapH, 0.005) - 1) < 0.05
gainH, gainL = quantum_gain(gapH, PHONON), quantum_gain(gapL, PHONON)
f_quantum = fast_limit(*(gainH * high), *(gainL * low), DUTY)
f_spin = fast_limit(2 * high[0], high[1], 2 * low[0], low[1], DUTY)

# Trapped charge raises the trap level at fixed gate voltage
share = ((T_IL / EPS_IL + DEPTH / EPS_HK)
         / (T_IL / EPS_IL + T_HK / EPS_HK))
f_feedback = f_fast
for iteration in range(80):
    previous = f_feedback
    raised = LEVEL + share * threshold(f_feedback)
    f_feedback = fast_limit(*rates(FIELD_H, EDGE_H, level=raised),
                            *rates(FIELD_L, EDGE_L, level=raised), DUTY)
assert abs(f_feedback - previous) < 1e-10


# Emission to the gate, summed over empty gate states s below the trap level
def gate_emission(field, edge, gate):
    top = detuning(field) + edge + gate
    s = np.linspace(-1.6, top + 0.5, 1600)
    slope = 0.1 * field * EPS_IL / EPS_HK
    through = np.array([np.exp(-2 * action(WALL_HK - LEVEL + v, slope,
                                           T_HK - DEPTH, MASS_HK)) for v in s])
    empty = 1 / (1 + np.exp((s - top) / kt))
    total = through * empty * np.exp(-(LAM - s)**2 / (4 * LAM * kt))
    return ATTEMPT * total.sum() * (s[1] - s[0]) / kt


gateH = gate_emission(FIELD_H, EDGE_H, GATE_H)
gateL = gate_emission(FIELD_L, EDGE_L, GATE_L)
assert max(gateH, gateL) < 0.05 * kbar
f_gate = fast_limit(high[0], high[1] + gateH, low[0], low[1] + gateL, DUTY)

# Linear edges: the field and the band edge sweep together
RAMP = 10e-9


def with_edges(frequency):
    T = 1 / frequency
    parts = 40
    ramp = []
    for j in range(parts):
        w = (j + 0.5) / parts
        pair = rates(FIELD_L + w * (FIELD_H - FIELD_L),
                     EDGE_L + w * (EDGE_H - EDGE_L))
        ramp.append((pair[0], pair[1], RAMP / parts))
    segments = (ramp + [(*high, DUTY * T - RAMP)] + ramp[::-1]
                + [(*low, (1 - DUTY) * T - RAMP)])
    capture = sum(c * t for c, e, t in segments)
    emission = sum(e * t for c, e, t in segments)
    predicted = capture / (capture + emission)
    assert abs(cycle(segments)[1] - predicted) < 1e-5
    return predicted


f_edge_1, f_edge_10 = with_edges(1e6), with_edges(1e7)
cool = [rates(FIELD_H, EDGE_H, 300.0), rates(FIELD_L, EDGE_L, 300.0)]
f_cool = fast_limit(*cool[0], *cool[1], DUTY)
k_cool = DUTY * cool[0].sum() + (1 - DUTY) * cool[1].sum()

# A metastable intermediate state, with unchanged constant-bias capture rates
FORWARD = 1e6


def chain(c, e, back):
    enter = c * (back + FORWARD) / FORWARD
    return np.array([[-enter, back, e],
                     [enter, -(back + FORWARD), 0],
                     [0, FORWARD, -e]])


def stationary(matrix):
    matrix = matrix.copy()
    matrix[0] = 1
    return np.linalg.solve(matrix, np.array([1.0, 0, 0]))[2]


chainH, chainL = chain(*high, FORWARD), chain(*low, 10 * FORWARD)


def chain_occupancy(frequency):
    T = 1 / frequency
    step = expm(chainL * (1 - DUTY) * T) @ expm(chainH * DUTY * T)
    return stationary(step - np.eye(3))


chain_slow, chain_fast = chain_occupancy(5e3), chain_occupancy(1e8)
chain_limit = stationary(DUTY * chainH + (1 - DUTY) * chainL)
assert abs(chain_slow / f_fast - 1) < 0.03
assert abs(chain_fast / chain_limit - 1) < 0.01
assert chain_fast < 0.6 * f_fast

print(f"Temperature {TEMP:.0f} K; thermal energy {kt:.5f} eV")
print(f"Interlayer, high-k, trap depth in high-k: {T_IL}, {T_HK}, {DEPTH} nm")
print(f"Relative permittivities: {EPS_IL:.0f}, {EPS_HK:.0f}")
print(f"Flat-band trap level {LEVEL} eV; reorganization energy {LAM} eV")
print(f"Attempt rate {ATTEMPT:.0e} 1/s")
print(f"Barriers interlayer, high-k: {WALL_IL}, {WALL_HK} eV")
print(f"Tunnelling masses: {MASS_IL}, {MASS_HK} electron masses")
print(f"Interlayer field H, L: {FIELD_H}, {FIELD_L} MV/cm")
print(f"Band edge minus Fermi level H, L: {EDGE_H}, {EDGE_L} eV")
print(f"Trap minus band edge H, L: {gapH:.4f}, {gapL:.4f} eV")
print(f"Capture barrier H: {(LAM+gapH)**2/(4*LAM):.4f} eV")
print(f"Emission barrier L: {(LAM-gapL)**2/(4*LAM):.4f} eV")
print(f"Tunnelling factor H, L: {tunnelling(FIELD_H):.3e}, "
      f"{tunnelling(FIELD_L):.3e}")
print(f"Capture, emission H: {high[0]:.3f}, {high[1]:.4f} 1/s")
print(f"Capture, emission L: {low[0]:.3e}, {low[1]:.3f} 1/s")
print(f"Constant-bias occupancy H, L: {fH:.5f}, {fL:.3e}")
print(f"Duty {DUTY}; mean total rate {kbar:.3f} 1/s")
print(f"Settling time {1000/kbar:.2f} ms")
print(f"Fast-limit occupancy {f_fast:.5f}; slow-limit average {f_slow:.5f}")
print(f"Equilibrium occupancy at mean bias {f_mean_bias:.3e}")
for frequency in (1, 10, 100, 1e3, 1e4, 1e6):
    values, average = square(*high, *low, DUTY, 1 / frequency)
    print(f"{frequency:.0f} Hz: average {average:.6f}, "
          f"min {min(values):.6f}, max {max(values):.6f}")
print(f"Frequency ensuring instantaneous error <=0.01: {safe_frequency:.1f} Hz")
for D in (0.1, 0.9):
    print(f"Fast-limit occupancy at duty {D}: "
          f"{fast_limit(*high, *low, D):.5f}")
print(f"Trap sheet {SHEET:.0e} 1/cm2; threshold shift fast, constant H: "
      f"{1000*threshold(f_fast):.2f}, {1000*threshold(fH):.2f} mV")
print("Neglected effects, each taken alone (fast-limit occupancy):")
print(f"Channel energy spread: {f_band:.5f}")
print(f"Quantum phonons of {PHONON} eV: {f_quantum:.5f}; "
      f"rate factors H, L {gainH:.3f}, {gainL:.3f}")
print(f"Spin degeneracy doubling capture: {f_spin:.5f}")
print(f"Trapped-charge feedback: {f_feedback:.5f}; "
      f"level rise {1000*share*threshold(f_feedback):.2f} meV")
print(f"Gate voltages H, L: {GATE_H}, {GATE_L} V")
print(f"Gate exchange: {f_gate:.5f}; emission H, L "
      f"{gateH:.3e}, {gateL:.3e} 1/s")
print(f"Edges of {RAMP*1e9:.0f} ns at 1, 10 MHz: "
      f"{f_edge_1:.5f}, {f_edge_10:.5f}")
print(f"Use at 300 K: {f_cool:.5f}; settling time {1/k_cool:.3f} s")
print(f"Interlayer field / rough 10 MV/cm breakdown: {FIELD_H/10:.2f}")
print(f"Intermediate forward rate {FORWARD:.0e} 1/s; "
      "return/forward H, L: "
      f"{chainH[0, 1]/FORWARD:.0f}, {chainL[0, 1]/FORWARD:.0f}")
print(f"Three-state occupancy at 5 kHz, 100 MHz: "
      f"{chain_slow:.5f}, {chain_fast:.5f}")
print(f"Three-state averaged-rate limit: {chain_limit:.5f}")
print("done: every assertion held")
```

It prints:

```
Temperature 400 K; thermal energy 0.03447 eV
Interlayer, high-k, trap depth in high-k: 0.8, 5.0, 0.4 nm
Relative permittivities: 4, 20
Flat-band trap level 0.35 eV; reorganization energy 2.4 eV
Attempt rate 1e+13 1/s
Barriers interlayer, high-k: 3.0, 1.5 eV
Tunnelling masses: 0.5, 0.2 electron masses
Interlayer field H, L: 6.0, 0.5 MV/cm
Band edge minus Fermi level H, L: -0.05, 0.4 eV
Trap minus band edge H, L: -0.1780, 0.3060 eV
Capture barrier H: 0.5143 eV
Emission barrier L: 0.4568 eV
Tunnelling factor H, L: 1.059e-05, 4.936e-06
Capture, emission H: 28.415, 0.0381 1/s
Capture, emission L: 1.105e-07, 86.799 1/s
Constant-bias occupancy H, L: 0.99866, 1.273e-09
Duty 0.5; mean total rate 57.626 1/s
Settling time 17.35 ms
Fast-limit occupancy 0.24655; slow-limit average 0.49933
Equilibrium occupancy at mean bias 9.734e-04
1 Hz: average 0.475738, min 0.000000, max 0.998660
10 Hz: average 0.322056, min 0.009912, max 0.760304
100 Hz: average 0.247839, min 0.195900, max 0.302355
1000 Hz: average 0.246562, min 0.241225, max 0.251924
10000 Hz: average 0.246549, min 0.246014, max 0.247084
1000000 Hz: average 0.246549, min 0.246543, max 0.246554
Frequency ensuring instantaneous error <=0.01: 1070.0 Hz
Fast-limit occupancy at duty 0.1: 0.03510
Fast-limit occupancy at duty 0.9: 0.74585
Trap sheet 1e+12 1/cm2; threshold shift fast, constant H: 10.26, 41.56 mV
Neglected effects, each taken alone (fast-limit occupancy):
Channel energy spread: 0.43695
Quantum phonons of 0.05 eV: 0.24997; rate factors H, L 2.140, 2.101
Spin degeneracy doubling capture: 0.39557
Trapped-charge feedback: 0.22504; level rise 4.58 meV
Gate voltages H, L: 1.2, 0.0 V
Gate exchange: 0.24624; emission H, L 1.376e-01, 6.805e-03 1/s
Edges of 10 ns at 1, 10 MHz: 0.24583, 0.23835
Use at 300 K: 0.16832; settling time 1.588 s
Interlayer field / rough 10 MV/cm breakdown: 0.60
Intermediate forward rate 1e+06 1/s; return/forward H, L: 1, 10
Three-state occupancy at 5 kHz, 100 MHz: 0.24472, 0.09148
Three-state averaged-rate limit: 0.09147
done: every assertion held
```
